# Why Dielectric Mismatch Deepens Donors in Thin Silicon Nanowires: a program that tests the result

```python
"""Ionization energy of a donor on the axis of a silicon nanowire.
Result under test: dielectric mismatch raises the ionization energy by nearly
2*S(0), where S(0) is the polarization self-energy of a unit charge on the axis.
The electron's own self-energy nearly cancels between free and bound states.
R: wire radius; eps_in, eps_out: relative permittivities inside and outside.
Reduced lengths are in units of R, reduced energies in e^2/(4 pi eps0 R).
Energies are in eV and lengths in nm unless a printed label says otherwise.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const, sparse
from scipy.interpolate import CubicSpline
from scipy.sparse.linalg import eigsh, spsolve
from scipy.special import iv, ivp, jn_zeros, kv, kvp

EPS_IN = 11.7
MASS = 0.30
COUL = const.e / (4 * np.pi * const.epsilon_0) * 1e9        # eV nm
KIN = const.hbar**2 / (2 * const.m_e * const.e) * 1e18      # eV nm^2
RYD = const.physical_constants["Rydberg constant times hc in eV"][0]


def nodes(count, top, power):
    """Gauss nodes on (0, top), clustered at zero by a power map."""
    t, w = np.polynomial.legendre.leggauss(count)
    t, w = 0.5 * (t + 1), 0.5 * w
    return top * t**power, w * top * power * t**(power - 1)


X0, W0 = nodes(800, 150.0, 3)
XM, WM = nodes(300, 150.0, 1)


def axis_response(eps_out, shell=None):
    """Induced amplitude for an axial charge; shell = (permittivity, outer radius/R)."""
    k0, k1, i0, i1 = kv(0, X0), kv(1, X0), iv(0, X0), iv(1, X0)
    if shell is None:
        return (EPS_IN - eps_out) * k0 * k1 / (EPS_IN * i1 * k0 + eps_out * i0 * k1)
    eps_s, s = shell
    a0, a1, b0, b1 = kv(0, X0*s), kv(1, X0*s), iv(0, X0*s), iv(1, X0*s)
    back = (eps_s - eps_out) * a0 * a1 / (eps_s * b1 * a0 + eps_out * b0 * a1)
    admit = eps_s * (k1 - back * i1) / (k0 + back * i0)
    return (EPS_IN * k1 - admit * k0) / (EPS_IN * i1 + admit * i0)


def induced(rho, z, eps_out=1.0, shell=None):
    """Reduced induced potential of an axial unit charge on a rho-by-z mesh."""
    rho, z = np.atleast_1d(rho), np.atleast_1d(z)
    weight = W0 * axis_response(eps_out, shell)
    radial = iv(0, np.outer(rho, X0)) * weight
    return 2 / (np.pi * EPS_IN) * radial @ np.cos(np.outer(X0, z))


def self_energy(rho, eps_out=1.0, m_max=60):
    """Reduced self-energy of a unit charge at reduced radius rho < 1."""
    rho = np.atleast_1d(rho)
    total = (iv(0, np.outer(rho, X0))**2) @ (W0 * axis_response(eps_out))
    for m in range(1, m_max + 1):
        k, kp, i, ip = kv(m, XM), kvp(m, XM), iv(m, XM), ivp(m, XM)
        inner = iv(m, np.outer(rho, XM))
        det = eps_out * i * kp - EPS_IN * ip * k
        total += 2 * ((EPS_IN - eps_out) * (k*inner) * (kp*inner) / det) @ WM
    return total / (np.pi * EPS_IN)


@lru_cache(maxsize=None)
def self_spline(eps_out):
    """Smooth factor S*(1-rho^2), closed at the wall by the planar image law."""
    knots = np.arange(10) / 10
    wall = (EPS_IN - eps_out) / (EPS_IN + eps_out) / (2 * EPS_IN)
    vals = self_energy(knots, eps_out) * (1 - knots**2)
    return CubicSpline(np.append(knots, 1.0), np.append(vals, wall))


def stiffness(faces, weight, coeff):
    """Finite-volume -d(weight*coeff*d): no flux at left, zero value at right."""
    mid = 0.5 * (faces[1:] + faces[:-1])
    g = weight[1:-1] / ((faces[1:-1] - mid[:-1]) / coeff[:-1]
                        + (mid[1:] - faces[1:-1]) / coeff[1:])
    main = np.zeros(len(mid))
    main[:-1] += g
    main[1:] += g
    main[-1] += weight[-1] * coeff[-1] / (faces[-1] - mid[-1])
    return sparse.diags([-g, main, -g], [-1, 0, 1])


# Electrostatics from the differential equation, without Bessel functions.
H = 1 / 30
face_list = list(np.arange(46) * H)
step = H
while face_list[-1] < 2000:
    step *= 1.15
    face_list.append(face_list[-1] + step)
FACES = np.array(face_list)
MID = 0.5 * (FACES[1:] + FACES[:-1])
WIDTH = np.diff(FACES)
AREA = 0.5 * np.diff(FACES**2)


def poisson(eps, m, source):
    """Angular component m of the potential of a unit charge in radial cell source."""
    radial = stiffness(FACES, FACES, eps) + sparse.diags(m*m * eps * AREA / MID**2)
    axial = stiffness(FACES, np.ones(len(FACES)), np.ones(len(MID)))
    matrix = (sparse.kron(radial, sparse.diags(WIDTH))
              + sparse.kron(sparse.diags(eps * AREA), axial))
    rhs = np.zeros((len(MID), len(MID)))
    rhs[source, 0] = 1.0
    return spsolve(matrix.tocsc(), rhs.ravel()).reshape(rhs.shape)


uniform = np.full(len(MID), EPS_IN)
wire = np.where(MID < 1, EPS_IN, 1.0)
ref_axis = poisson(uniform, 0, 0)
tot_axis = poisson(wire, 0, 0)
diff = tot_axis - ref_axis
g0 = induced(0.0, 0.0)[0, 0]
err_axis = diff[0, 0] / g0 - 1
assert abs(err_axis) < 0.015
assert abs(diff[15, 30] / induced(MID[15], MID[30])[0, 0] - 1) < 0.015
far = np.argmin(abs(MID - 12))
far_formula = induced(0.0, MID[far])[0, 0] + 1 / (EPS_IN * MID[far])
assert abs(tot_axis[0, far] / far_formula - 1) < 0.03

# Off-axis self-energy, and the force that fixes its factor one half.
src, fv_self, fv_force = 15, 0.0, 0.0
for m in range(7):
    d = (poisson(wire, m, src) - poisson(uniform, m, src))[:, 0]
    mult = 1 if m == 0 else 2
    fv_self += 0.5 * mult * d[src]
    fv_force += mult * (d[src + 1] - d[src - 1]) / (2 * H)
s_lo, s_mid, s_hi = self_energy(np.array([MID[src]-H, MID[src], MID[src]+H]))
err_self = fv_self / s_mid - 1
assert abs(err_self) < 0.015
assert abs(fv_force / ((s_hi - s_lo) / (2 * H)) - 1) < 0.05
s95 = self_energy(0.95)[0]
assert abs(self_spline(1.0)(0.95) / (1 - 0.95**2) / s95 - 1) < 0.03

# Layered surroundings: 2 nm oxide on a 5 nm wire, then vacuum or metal.
shell = (3.9, 1.4)
layer = {}
for name, outside in (("vacuum", 1.0), ("metal", 1e6)):
    profile = np.where(MID < 1, EPS_IN, np.where(MID < 1.4, 3.9, outside))
    numeric = (poisson(profile, 0, 0) - ref_axis)[0, 0]
    layer[name] = induced(0.0, 0.0, outside, shell)[0, 0]
    assert abs(numeric - layer[name]) < 0.006

# Mean-value property: average over a sphere equals the central value.
cosines, cw = np.polynomial.legendre.leggauss(24)
sphere = np.diag(induced(0.6 * np.sqrt(1 - cosines**2), 0.6 * cosines))
assert abs(0.5 * cw @ sphere / g0 - 1) < 1e-5


def stretched(length, count):
    return length * np.sinh(2.5 * np.linspace(0, 1, count + 1)) / np.sinh(2.5)


def levels(R, eps_out=1.0, image=True, self_term=True,
           m_rad=MASS, m_ax=MASS, fine=1.0):
    """Conduction edge, donor level, and electron density at the donor."""
    rf, zf = stretched(R, int(70 * fine)), stretched(25.0, int(100 * fine))
    rc, zc = 0.5 * (rf[1:] + rf[:-1]), 0.5 * (zf[1:] + zf[:-1])
    area, dz = 0.5 * np.diff(rf**2), np.diff(zf)
    kin_r = KIN / m_rad * stiffness(rf, rf, np.ones(len(rc)))
    kin_z = KIN / m_ax * stiffness(zf, np.ones(len(zf)), np.ones(len(zc)))
    u_self = np.zeros(len(rc))
    if self_term:
        u_self = COUL / R * self_spline(eps_out)(rc / R) / (1 - (rc / R)**2)
    radial = kin_r.toarray() / np.sqrt(np.outer(area, area)) + np.diag(u_self)
    edge = np.linalg.eigvalsh(radial)[0]
    pot = u_self[:, None] - COUL / (EPS_IN * np.hypot(rc[:, None], zc[None, :]))
    if image:
        pot = pot - COUL / R * induced(rc / R, zc / R, eps_out)
    vol = np.outer(area, dz).ravel()
    scale = sparse.diags(vol**-0.5)
    kinetic = (sparse.kron(kin_r, sparse.diags(dz))
               + sparse.kron(sparse.diags(area), kin_z))
    ham = (scale @ kinetic @ scale + sparse.diags(pot.ravel())).tocsc()
    val, vec = eigsh(ham, k=1, sigma=-0.6, which="LM", v0=np.sqrt(vol))
    return edge, val[0], vec[0, 0]**2 / (4 * np.pi * vol[0])


def ionization(*args, **kwargs):
    edge, bound, _ = levels(*args, **kwargs)
    return edge - bound


OFF = dict(image=False, self_term=False)
bulk_edge, bulk_level, bulk_density = levels(20.0, **OFF)
bulk_formula = RYD * MASS / EPS_IN**2
assert abs(-bulk_level / bulk_formula - 1) < 0.015
subband = KIN / MASS * (jn_zeros(0, 1)[0] / 5.0)**2
assert abs(levels(5.0, **OFF)[0] / subband - 1) < 0.005

print(f"Inputs: eps_in = {EPS_IN}, isotropic mass = {MASS:.2f} m_e, vacuum outside")
print(f"Coulomb constant e^2/(4 pi eps0) = {COUL:.4f} eV nm")
print(f"Effective Bohr radius = {2*KIN*EPS_IN/(MASS*COUL):.2f} nm")
print(f"Bulk binding: formula {1e3*bulk_formula:.1f} meV,"
      f" grid {-1e3*bulk_level:.1f} meV")
print(f"Integral of A0 over x = {W0 @ axis_response(1.0):.3f}")
print(f"Reduced 2S(0) = {g0:.4f}; Poisson grid gives {diff[0, 0]:.4f}")
print(f"Reduced S at rho/R = {MID[src]:.3f}: {s_mid:.4f};"
      f" Poisson grid {fv_self:.4f}")

saved = {}
for R in (2.5, 5.0, 10.0):
    e0, b0, _ = levels(R, **OFF)
    e1, b1, dens = levels(R)
    bare, full = e0 - b0, e1 - b1
    gain_image = ionization(R, self_term=False) - bare
    gain_self = ionization(R, image=False) - bare
    two_s = COUL / R * g0
    assert abs(gain_image / two_s - 1) < 0.05
    assert abs(gain_self) < 0.25 * gain_image
    assert e1 > e0 and b1 < b0
    saved[R] = (bare, full, two_s, dens)
    print(f"R = {R:.1f} nm: E_I without mismatch {1e3*bare:.1f} meV,"
          f" with mismatch {1e3*full:.1f} meV")
    print(f"  2S(0) = {1e3*two_s:.1f} meV; image attraction alone adds"
          f" {1e3*gain_image:.1f} meV")
    print(f"  electron self-energy alone adds {1e3*gain_self:.1f} meV")
    print(f"  mismatch moves edge by {1e3*(e1-e0):+.1f} meV,"
          f" donor level by {1e3*(b1-b0):+.1f} meV")

R = 5.0
bare, full, two_s, dens = saved[R]
finer = ionization(R, fine=1.5)
assert abs(finer - full) < 0.001
print(f"R = 5 nm on finer grid: E_I = {1e3*finer:.1f} meV = {finer:.4f} eV")
print("Other surroundings, R = 5 nm:")
for label, eps_out in (("thick oxide", 3.9), ("high-permittivity medium", 25.0)):
    value = ionization(R, eps_out)
    assert (value > bare) == (eps_out < EPS_IN)
    two_s_out = COUL / R * induced(0.0, 0.0, eps_out)[0, 0]
    print(f"  {label}, eps_out = {eps_out}: E_I = {1e3*value:.1f} meV,"
          f" 2S(0) = {1e3*two_s_out:.1f} meV")
print(f"  2 nm oxide shell in vacuum: 2S(0) = {1e3*COUL/R*layer['vacuum']:.1f} meV")
print(f"  2 nm oxide shell under metal: 2S(0) = {1e3*COUL/R*layer['metal']:.1f} meV")

print("Neglected effects, R = 5 nm in vacuum:")
aniso = dict(m_rad=0.19, m_ax=0.92)
aniso_bulk = -levels(20.0, **OFF, **aniso)[1]
aniso_bare = ionization(R, **OFF, **aniso)
aniso_full = ionization(R, **aniso)
print(f"  masses 0.19 across, 0.92 along axis (m_e): bulk {1e3*aniso_bulk:.1f} meV")
print(f"  same masses in wire: E_I {1e3*aniso_bare:.1f} meV without,"
      f" {1e3*aniso_full:.1f} meV with mismatch")
central = 0.045 - bulk_formula
print(f"  central-cell shift for rough 45 meV bulk donor: {1e3*central:.0f} meV")
print(f"  density at donor, wire/bulk = {dens/bulk_density:.2f};"
      f" scaled shift {1e3*central*dens/bulk_density:.0f} meV")
extension = np.sqrt(KIN / 4.0) / MASS
soft = ionization(R + extension, **OFF) - bare
print(f"  4 eV wall: effective extension {extension:.2f} nm,"
      f" E_I without mismatch changes {1e3*soft:+.1f} meV")
half = 2 * COUL / R * self_energy(0.5)[0]
print(f"  donor at half radius: 2S = {1e3*half:.1f} meV")
print(f"  dielectric boundary 0.2 nm inward: 2S(0) = {1e3*COUL/(R-0.2)*g0:.1f} meV")
spacing = 1 / (1e17 * 1e-21 * np.pi * R**2)
zr = spacing / 2 / R
phi = induced(0.0, zr)[0, 0] + 1 / (EPS_IN * zr)
print(f"  donors at 1e17 cm^-3: mean spacing {spacing:.0f} nm along wire")
print(f"  attraction left at half spacing {1e3*COUL/R*phi:.1f} meV,"
      f" effective permittivity {1/(phi*zr):.2f}")
kt = const.k * 300 / const.e
print(f"  thermal energy at 300 K = {1e3*kt:.1f} meV;"
      f" exp(-(E_I rise from mismatch)/kT) = {np.exp(-(full-bare)/kt):.2e}")
print("all good")
```

It prints:

```
Inputs: eps_in = 11.7, isotropic mass = 0.30 m_e, vacuum outside
Coulomb constant e^2/(4 pi eps0) = 1.4400 eV nm
Effective Bohr radius = 2.06 nm
Bulk binding: formula 29.8 meV, grid 29.9 meV
Integral of A0 over x = 8.548
Reduced 2S(0) = 0.4651; Poisson grid gives 0.4658
Reduced S at rho/R = 0.517: 0.2513; Poisson grid 0.2517
R = 2.5 nm: E_I without mismatch 84.0 meV, with mismatch 350.5 meV
  2S(0) = 267.9 meV; image attraction alone adds 264.9 meV
  electron self-energy alone adds 1.5 meV
  mismatch moves edge by +144.8 meV, donor level by -121.7 meV
R = 5.0 nm: E_I without mismatch 52.8 meV, with mismatch 188.2 meV
  2S(0) = 133.9 meV; image attraction alone adds 133.6 meV
  electron self-energy alone adds 1.8 meV
  mismatch moves edge by +72.3 meV, donor level by -63.1 meV
R = 10.0 nm: E_I without mismatch 37.1 meV, with mismatch 105.8 meV
  2S(0) = 67.0 meV; image attraction alone adds 67.0 meV
  electron self-energy alone adds 1.8 meV
  mismatch moves edge by +36.0 meV, donor level by -32.7 meV
R = 5 nm on finer grid: E_I = 188.2 meV = 0.1882 eV
Other surroundings, R = 5 nm:
  thick oxide, eps_out = 3.9: E_I = 87.4 meV, 2S(0) = 33.7 meV
  high-permittivity medium, eps_out = 25.0: E_I = 41.4 meV, 2S(0) = -10.8 meV
  2 nm oxide shell in vacuum: 2S(0) = 113.7 meV
  2 nm oxide shell under metal: 2S(0) = -5.6 meV
Neglected effects, R = 5 nm in vacuum:
  masses 0.19 across, 0.92 along axis (m_e): bulk 29.8 meV
  same masses in wire: E_I 62.5 meV without, 198.4 meV with mismatch
  central-cell shift for rough 45 meV bulk donor: 15 meV
  density at donor, wire/bulk = 1.58; scaled shift 24 meV
  4 eV wall: effective extension 0.33 nm, E_I without mismatch changes -2.0 meV
  donor at half radius: 2S = 143.9 meV
  dielectric boundary 0.2 nm inward: 2S(0) = 139.5 meV
  donors at 1e17 cm^-3: mean spacing 127 nm along wire
  attraction left at half spacing 27.5 meV, effective permittivity 0.82
  thermal energy at 300 K = 25.9 meV; exp(-(E_I rise from mismatch)/kT) = 5.32e-03
all good
```
